# Counting Gap States in a 10 nm Cube of Chalcogenide Glass

## One state and two halves

Put a single gap state at random in a box, and divide the box in thought into two equal halves. The left half contains either no state or one, each with probability $1/2$. Its mean count is $1/2$, although no single trial gives half a state. The count always differs from its mean by $1/2$, so the variance is $1/4$ and the standard deviation is $1/2$, as large as the mean.

Now put in four states, each placed without regard to the others. Means add, and for independent contributions variances add too. The left half has mean $4\times\frac12=2$, variance $4\times\frac14=1$ and standard deviation 1. The relative fluctuation has fallen from 100 to 50 percent: four times as many states, half the relative fluctuation.

A small cube inside a large piece of glass differs in one respect: its share $p$ of the volume is small. One state contributes a count $x$ that is 1 with probability $p$ and 0 otherwise. Since $x^2=x$ for these two values,

$$
\langle x\rangle=p,\qquad \langle x^2\rangle-\langle x\rangle^2=p-p^2=p(1-p).
$$

For small $p$ the variance is nearly equal to the mean. This equality survives the addition of many independent states, and it is the source of the square-root rule.

## The estimate

Let the density of gap states be $n=10^{19}\ \mathrm{cm^{-3}}$, counting all energies in the gap, and let the cube have edge $L=10$ nm. Because $1\ \mathrm{nm}=10^{-7}\ \mathrm{cm}$,

$$
L^3=(10^{-6}\ \mathrm{cm})^3=10^{-18}\ \mathrm{cm^3},
$$

and the mean number of states is

$$
N=nL^3=10^{19}\times10^{-18}=10.
$$

With variance equal to mean, the standard deviation is $\sigma=\sqrt{10}=3.16$ states, and

$$
\frac{\sigma}{N}=\frac{\sqrt N}{N}=\frac1{\sqrt N}=0.316.
$$

The fluctuation is therefore 32 percent. Ten is an average over many nominally equal cubes, and the 32 percent describes differences between those cubes, not a change of one cube in time.

A state has a finite extent, so its membership of a cube needs a convention: it belongs to the cube that contains its centre. The length $n^{-1/3}$ is 4.6 nm, but in a random arrangement the nearest neighbour is closer, on average about 2.6 nm away. If a state extends about 0.5 nm from its centre, an illustrative value used again below, the states are mostly well separated and counting them one by one makes sense.

## From atomic sites to the Poisson law

The estimate used a small $p$ without saying how small. To control it, divide the cube into $M$ atomic sites. Suppose that each site is the centre of a gap state with probability $p=N/M$, independently of the others. The total count is $k=x_1+\dots+x_M$, so

$$
\langle k\rangle=Mp=N,\qquad \sigma^2=Mp(1-p)=N(1-p).
$$

A rough atomic density for a Ge-Sb-Te glass is $3\times10^{22}\ \mathrm{cm^{-3}}$. The cube then has $M=30\,000$ sites and $p=10/30\,000=3.3\times10^{-4}$. The factor $1-p$ changes the relative fluctuation from 31.623 to 31.618 percent, which is of no consequence here.

The probability of a particular count follows from the same model. There are $\binom Mk$ ways to choose the $k$ occupied sites, each with probability $p^k(1-p)^{M-k}$. Inserting $p=N/M$ and grouping the factors gives

$$
P_M(k)=\frac{N^k}{k!}\;
\frac{M(M-1)\cdots(M-k+1)}{M^k}\;
\left(1-\frac NM\right)^{M}\left(1-\frac NM\right)^{-k}.
$$

Let $M$ grow while $N$ and $k$ stay fixed. The second fraction is a product of $k$ factors, $1,\,1-1/M,\dots,1-(k-1)/M$, and each tends to 1. The last factor also tends to 1. For the remaining one, expand the logarithm:

$$
M\ln\left(1-\frac NM\right)=-N-\frac{N^2}{2M}-\dots\;\longrightarrow\;-N.
$$

The result is the Poisson law,

$$
P(k)=e^{-N}\frac{N^k}{k!}.
$$

Its variance can be found directly. In the average of $k(k-1)$ the terms $k=0$ and $k=1$ vanish, and $k(k-1)/k!=1/(k-2)!$ in the others. Hence

$$
\langle k(k-1)\rangle=e^{-N}N^2\sum_{k=2}^{\infty}\frac{N^{k-2}}{(k-2)!}=e^{-N}N^2e^{N}=N^2.
$$

In the same way $\langle k\rangle=N$. Therefore

$$
\sigma^2=\langle k(k-1)\rangle+\langle k\rangle-\langle k\rangle^2=N^2+N-N^2=N.
$$

For the 30 000 sites, the largest difference between the site model and the Poisson law in any single probability is $2.1\times10^{-5}$.

The derivation used the volume of the region but not its shape. A flat slab of the same volume would have the same mean and variance, as long as the states are independent and their density is uniform.

## What 32 percent means for individual cubes

The ratio of successive probabilities is $P(k)/P(k-1)=N/k$. For $N=10$ the probabilities rise up to $k=9$, are equal at 9 and 10, and then fall. Even at this maximum,

$$
P(10)=e^{-10}\frac{10^{10}}{10!}=0.125,
$$

so one cube in eight contains ten states. The integers within one standard deviation of the mean are 7 to 13, and 73 percent of the cubes fall there. About 6.7 percent hold five states or fewer. An empty cube has probability $e^{-10}$, or about 45 in a million. This is rare for one cube but not for a large array of them.

The law was compared with a direct count that does not assume it. In each of 200 boxes of edge 100 nm, 10 000 points were placed at random, and the points were counted in 10 nm cubes. The 200 000 cubes gave a standard deviation of 3.163 states, against $\sqrt{10}=3.162$. Each box held a fixed total, which by the opening argument with $p=1/1000$ lowers the expected variance from 10 to 9.99. That shift is too small to matter in this comparison.

## Size and density

Written in terms of the edge, the relative fluctuation is

$$
\frac{\sigma}{N}=\frac1{\sqrt{nL^3}}=n^{-1/2}L^{-3/2}.
$$

At fixed density, doubling the edge to 20 nm multiplies the volume by eight. The mean becomes 80 states and the fluctuation falls by $\sqrt8$ to 11 percent. In the opposite limit, $nL^3\ll1$, most cubes are empty and a few hold one state. The formula then gives a relative fluctuation far above 100 percent. That is correct, but a mean with an error bar is no longer a useful description; the probability $N$ of finding a state is.

The density itself may be known only roughly. At fixed edge, half the density gives 5 states and 45 percent, and twice the density gives 20 states and 22 percent. An uncertainty of a factor two in $n$ thus matters far more than the difference between the site model and the Poisson law.

## When defects come in pairs

Independence is open to doubt in a chalcogenide glass. One picture of its defects is the valence-alternation pair: one atom has a bond too many, another has a bond too few, and the two carry opposite charges. If the partners stay close together, their positions are not independent.

Suppose that the pairs are placed independently, that each supplies two gap states a distance $s$ apart in a random direction, and that the total density of states is still $n$. Let $a$ be the mean number of pairs with both members in the cube, and $b$ the mean number with one member inside. The mean count is

$$
N=2a+b.
$$

For the variance, divide space into many tiny cells, each with a very small chance of holding a pair. A cell contributes $m=0$, 1 or 2 states to the cube. Its variance is $\langle m^2\rangle-\langle m\rangle^2$, and the second term is negligible because it is the square of a very small number. Adding the cells gives

$$
\sigma^2=2^2a+1^2b=4a+b=N+2a.
$$

Of the $N$ states in the cube, on average $2a$ have their partner inside as well. The chance that the partner of an inside state is also inside is therefore $g=2a/N$, and

$$
\sigma^2=N\,[1+g(s)].
$$

To find $g$, let the partner be displaced by $s\,(u_x,u_y,u_z)$, where $\mathbf u$ is a unit vector and $s\le L$. Along $x$, a fraction $1-s|u_x|/L$ of the starting positions keeps the partner between the two faces. The three directions multiply:

$$
g(s)=\left\langle\left(1-\frac{s|u_x|}L\right)\left(1-\frac{s|u_y|}L\right)\left(1-\frac{s|u_z|}L\right)\right\rangle .
$$

The averages over direction follow from polar angles, with $\mu=\cos\theta$ uniformly distributed:

$$
\langle|u_z|\rangle=\int_0^1\mu\,d\mu=\frac12,
$$

$$
\langle|u_xu_y|\rangle=\langle\sin^2\theta\rangle\,\langle|\cos\varphi\sin\varphi|\rangle=\frac23\cdot\frac1\pi,
$$

$$
\langle|u_xu_yu_z|\rangle=\frac1\pi\int_0^1(1-\mu^2)\mu\,d\mu=\frac1{4\pi}.
$$

The product contains three linear terms, three quadratic terms and one cubic term, so

$$
g(s)=1-\frac{3s}{2L}+\frac{2s^2}{\pi L^2}-\frac{s^3}{4\pi L^3}.
$$

For an illustrative separation $s=0.5$ nm, $s/L=0.05$ and $g=0.927$. The variance is $10\times1.927=19.3$, and the fluctuation is $\sqrt{19.3}/10=44$ percent. Random placement of such pairs in boxes like those above gave a variance factor of 1.924 with a sampling error of about 0.006, in agreement with 1.927.

The limit $s\ll L$ shows why the change is large. Then $g\to1$ and $\sigma/N\to\sqrt{2/N}$. The cube effectively holds five independent objects, each counted twice, and the relative fluctuation is $1/\sqrt5$. If instead the partners are so far apart that they are never in the same cube, $g=0$ and the Poisson variance returns.

## Three smaller corrections

**Exclusion.** Suppose instead that two centres cannot lie closer than $d$, with the density held at $n$. The quantity $k(k-1)$ counts ordered pairs of different states in the cube. Independent placement makes its mean $N^2$. To first order in density, exclusion removes the pairs closer than $d$ and leaves the rest unchanged. Around one state, the expected number of others removed from the cube is

$$
\eta=n\int_0^d g(r)\,4\pi r^2\,dr,
$$

where $g(r)$ again accounts for neighbours that would have lain outside. Thus $\langle k(k-1)\rangle=N^2-N\eta$, and

$$
\sigma^2=N^2-N\eta+N-N^2=N(1-\eta).
$$

For $d=1$ nm the factor $1-\eta$ is 0.963, and the fluctuation is 31.0 percent. A simulation in which one of two points closer than $d$ was removed, with the surviving density kept at $n$, gave 0.963 with a sampling error of about 0.003, in agreement with this value. Exclusion makes the counts more even, while pairing makes them less even.

**Unequal cubes.** Let the three edges vary independently about 10 nm with relative standard deviation $q$. For a given volume $V$ the count is Poisson with mean $nV$, so its mean square is $nV+(nV)^2$. Averaging over volumes gives

$$
\sigma^2=n\langle V\rangle+n^2\left(\langle V^2\rangle-\langle V\rangle^2\right).
$$

Each squared edge has mean $L^2(1+q^2)$. Hence $\langle V\rangle=L^3$ and $\langle V^2\rangle=L^6(1+q^2)^3$, and division by $N^2$ yields

$$
\left(\frac\sigma N\right)^2=\frac1N+(1+q^2)^3-1.
$$

With $q=0.05$ the right side is $0.1000+0.0075=0.1075$, or 32.8 percent for $\sigma/N$. The second part does not depend on $N$. At fixed $q$ it therefore sets a floor that a larger cube or a higher density cannot remove.

**States that cross the surface.** Give each state a radius $a=0.5$ nm and count every state that touches the cube. Its centre may now lie in the cube, in six slabs on the faces, in twelve quarter-cylinders along the edges or in eight eighth-spheres at the corners. The volume is

$$
L^3+6L^2a+3\pi La^2+\frac{4\pi a^3}3=1000+300+23.6+0.5=1324\ \mathrm{nm^3}.
$$

The mean is then 13.2 states and the fluctuation 27.5 percent. This answers a different question, because a state near a face is now counted by neighbouring cubes too. In a cube this small, the surface convention shifts the mean by about a third.

## States that can change their filling

Temperature does not alter the number of built-in states in this model, but it selects those that are partly filled. For independent one-electron levels, the filling at energy $E$ above the Fermi level is $1/(1+e^{E/kT})$, where $k$ in $kT$ is Boltzmann's constant. It is 0.88 at $2kT$ below the Fermi level and 0.12 at $2kT$ above. A window of width $4kT$ is thus a reasonable, though conventional, measure of the active range.

Assume that the state energies are independent and spread evenly over a gap $E_g=0.70$ eV, and that the Fermi level lies at least $2kT$ from either edge of the gap, so that the whole window is inside it. Each state lies in the window with probability $4kT/E_g$. The chance that a site holds such a state is $p$ times this factor, so the site argument applies again and the number is Poisson with mean

$$
N_{\rm act}=N\,\frac{4kT}{E_g}.
$$

At 300 K this is $10\times0.1034/0.70=1.48$ states, with a fluctuation of $1/\sqrt{1.48}=82$ percent. At 358 K the mean is 1.76 and the fluctuation 75 percent. With so small a mean, a fraction $e^{-1.48}=0.23$ of the cubes has no state in the window at 300 K. The figure also depends on the choice of window. If each state is instead weighted by $w=f(1-f)$, where $f$ is its filling, then $\int w\,dE=kT$ and $\int w^2\,dE=kT/6$. The sum of the weights has mean $NkT/E_g$ and variance $NkT/(6E_g)$, so its relative fluctuation is $\sqrt{E_g/(6NkT)}=67$ percent at 300 K, the same as for a window of $6kT$. With either choice, a property governed by the states near the Fermi level can vary much more between cubes than the total count suggests.

## Comparison and the real material

Each entry below changes one assumption and keeps the others, so the entries are alternatives and are not to be added.

| Case | Mean | Fluctuation |
|---|---:|---:|
| Independent states | 10 | 32% |
| Pairs, 0.5 nm apart | 10 | 44% |
| Exclusion within 1 nm | 10 | 31% |
| Edges varying by 5% | 10 | 33% |
| All states touching the cube | 13.2 | 27.5% |
| Window $4kT$ at 300 K | 1.48 | 82% |

The atomic density and gap are rough values for amorphous Ge-Sb-Te, a glass used in phase-change memory. A gap-state density of $10^{19}\ \mathrm{cm^{-3}}$ is a plausible order of magnitude, but it depends on composition, preparation and the method used to infer it. The size of the switching region differs between cells, and the estimate must use the actual volume; a 20 nm cube, for example, has 80 states and 11 percent. Real glass can break the assumption of independent positions, and pairing at 0.5 nm, with two gap states per pair, would raise the 10 nm figure from 32 to 44 percent. Its gap states also need not be spread evenly in energy, which changes the active number in proportion to the average density of states within the window. If electrons bind in pairs on the defects, the one-electron filling used for that window fails as well. If the defects are charged, their energies are not independent of their positions either: for an assumed dielectric constant of 15 to 30, the unscreened Coulomb energy at 2.6 nm is about 37 to 18 meV, comparable with $2kT=52$ meV at 300 K.

An electric field or tunnelling can change which states are filled. In this model, where the states are fixed in advance, neither changes the total count. In a real glass, a defect that changes its charge may also relax and shift its level into or out of the gap. Nor is 32 percent a prediction for the spread of cell resistance: that would require a relation between resistance and the number, energies and positions of the states. The full set of computed values is in the numerical output.

## Table of computed values

```
Gap-state density: 1.0e+19 cm^-3
Cube edge: 10.0 nm
Cube volume: 1.0e-18 cm^3
Mean number of states: 10.00
Standard deviation: 3.162 states
Relative fluctuation: 31.62 percent
Mean spacing n^(-1/3): 4.64 nm
Simulated number of cubes: 200000
Simulated standard deviation: 3.163 states
Simulated fluctuation: 31.63 percent
Probability of exactly 10: 12.51 percent
Probability of 7 to 13: 73.4 percent
Probability of 5 or fewer: 6.71 percent
Expected empty cubes per million: 45.4
Edge 20 nm, mean number: 80.0
Edge 20 nm, fluctuation: 11.2 percent
Density times 0.5, mean number: 5.0
Density times 0.5, fluctuation: 44.7 percent
Density times 2.0, mean number: 20.0
Density times 2.0, fluctuation: 22.4 percent
Atomic density (rough): 3.0e+22 cm^-3
Atomic sites in cube: 30000
Probability per site: 3.33e-04
Fluctuation with finite sites: 31.618 percent
Largest binomial-Poisson difference: 2.1e-05
Pair separation: 0.5 nm
Chance that partner is inside: 92.7 percent
Variance factor with pairs: 1.927
Simulated variance factor with pairs: 1.924
Fluctuation with pairs: 43.9 percent
Exclusion distance: 1.0 nm
Variance factor with exclusion: 0.963
Simulated variance factor with exclusion: 0.963
Fluctuation with exclusion: 31.0 percent
Relative spread of each edge: 5.0 percent
Fluctuation with edge spread: 32.8 percent
State radius: 0.5 nm
Mean number touching cube: 13.24
Fluctuation of number touching cube: 27.5 percent
Gap (rough): 0.70 eV
Filling 2kT below Fermi level: 0.881
Filling 2kT above Fermi level: 0.119
Window 4kT at 300 K: 0.1034 eV
Mean number in window at 300 K: 1.48
Fluctuation in window at 300 K: 82.3 percent
Window 4kT at 358 K: 0.1234 eV
Mean number in window at 358 K: 1.76
Fluctuation in window at 358 K: 75.3 percent
```
